# Electrostatic interaction of two frozen hydrogen 1s atoms, part 2

A calculation of an atomic collision needs an energy for every separation of the two nuclei. The question is whether, for close encounters, undistorted atomic charge clouds give it well enough, or whether the electrons must be solved for again at each separation.

Two hydrogen atoms, A and B, have their nuclei a distance $R$ apart. "Frozen" means that each electron cloud keeps the density of an isolated ground-state atom, $\rho(r)=e^{-2r}/\pi$, centred on its own nucleus. Lengths are in bohr (0.052918 nm) and energies in hartree (27.2114 eV); the electron mass, the elementary charge, $\hbar$ and $4\pi\varepsilon_0$ equal one. Interaction energies are measured from infinite separation, where the two atoms have total energy $-1$.

The potential of a whole atom is $\varphi(r)=e^{-2r}(1+1/r)$. The overlap term $M(R)=e^{-2R}(3/8+3R/4+R^2/6)$ is the average of atom A's potential over the electron density of B. The frozen interaction energy is

$$E(R)=\varphi(R)-M(R)=e^{-2R}\left(\frac1R+\frac58-\frac{3R}{4}-\frac{R^2}{6}\right). \qquad (14)$$

Here $\varphi(R)$ is the energy of nucleus B in the potential of atom A, and $-M(R)$ is that of cloud B. The force along the line of centres, positive when it pushes the nuclei apart, is

$$F(R)=e^{-2R}\left(\frac1{R^2}+\frac2R+2-\frac{7R}{6}-\frac{R^2}{3}\right). \qquad (15)$$

For small $R$,

$$E(R)=\frac1R-\frac{11}8+\frac54R^2+\dots \qquad (16)$$

The frozen energy has a single minimum, at 1.872 bohr (0.0991 nm), with a depth of 0.534 eV.

In quantum terms, $E(R)$ is the interaction energy of the "simple product", with electron 1 in the 1s orbital $\psi(r)=e^{-r}/\sqrt\pi$ of atom A and electron 2 in that of atom B. It leaves out exchange, Pauli repulsion and every distortion of the clouds, as well as correlated motion of the electrons.

### A second road, through Fourier components

A check that avoids two-centre coordinates uses the Fourier transform of the cloud:

$$f(k)=\int_0^\infty4s^2e^{-2s}\frac{\sin ks}{ks}ds=\frac4k\int_0^\infty s\,e^{-2s}\sin ks\,ds .$$

The last integral is the imaginary part of $\int_0^\infty s\,e^{-(2-ik)s}ds=1/(2-ik)^2=(2+ik)^2/(4+k^2)^2$, which is $4k/(4+k^2)^2$. So $f=16/(4+k^2)^2$. A whole atom has the transform $1-f$. The Coulomb interaction has the transform $4\pi/k^2$, and the angular average of $e^{i\mathbf k\cdot\mathbf R}$ is $\sin(kR)/(kR)$. With $d^3k=4\pi k^2dk$,

$$E(R)=\frac{4\pi\cdot4\pi}{(2\pi)^3}\int_0^\infty\frac{\sin kR}{kR}(1-f)^2dk=\frac2\pi\int_0^\infty\frac{\sin kR}{kR}(1-f)^2dk. \qquad (17)$$

The constant 1 in $(1-f)^2=1-2f+f^2$ gives $(2/\pi)(\pi/2)/R=1/R$, the repulsion of the nuclei. The rest was integrated numerically. At $R=0.3$, 0.8, 1.5 and 3.0 bohr the largest difference from (14) was $3.4\times10^{-9}$ hartree. Numerical derivatives of (17) at the last three separations agree with (15) within $10^{-4}$ hartree per bohr. At $R=0.05$ bohr, (17) agrees with (16) within $5\times10^{-4}$ hartree, which leaves room for the omitted cubic term.

### A head-on collision at 100 eV

Take a hydrogen atom that has been implanted in silicon and has slowed to 100 eV. It meets head-on another hydrogen atom, which we treat as free and at rest. For equal masses $m$ the reduced mass is $m/2$, so the energy of relative motion is half the laboratory energy, 50 eV. At closest approach the relative velocity vanishes, and

$$E(R_0)=50\ \text{eV}=1.837\ \text{hartree}.$$

The solution is $R_0=0.3205$ bohr. To verify it, use $e^{-2R_0}=0.5268$:

$$E(R_0)=0.5268\,(3.120+0.625-0.240-0.017)=0.5268\times3.488=1.837 .$$

In engineering units $R_0=0.0170$ nm. An integration of the equations of motion of both atoms with the force (15) turned at the same separation, within $10^{-5}$ bohr.

Two bare protons with the same energy would turn at $1/1.837=0.544$ bohr, or 0.0288 nm. The frozen clouds let the nuclei approach to 59% of that distance. In the grouping of (14), nucleus B costs 59.07 eV in the potential of atom A, and cloud B returns 9.07 eV. The force at the turning point is 4760 eV/nm. It converts small energy errors into distance errors: 1 eV shifts the turning point by about 0.0002 nm.

### Neglected effect 1: exchange between frozen clouds

Electrons are identical. With orbitals $a$ and $b$ on the two atoms, the admissible combinations are $a(1)b(2)\pm b(1)a(2)$. The plus sign goes with the spin singlet and the minus sign with the triplet. Let $S$ be the overlap of $a$ and $b$, $Q$ the total energy of the simple product, and $X$ the matrix element of the Hamiltonian between the product and its exchanged copy. The Heitler-London energies are

$$E_\pm=\frac{Q\pm X}{1\pm S^2}. \qquad (18)$$

The numerator and denominator come from the expectation value $(2Q\pm2X)/(2\pm2S^2)$. Evaluated at $R_0$ and measured from two separate atoms, (18) gives 49.4 eV for the singlet and 86.1 eV for the triplet, against 50.0 eV for the simple product.

The singlet is hardly changed, for a simple reason. As $R\to0$ the orbitals coincide, the product equals its exchanged copy, $X\to Q$ and $S\to1$, and (18) gives $E_+\to Q$. In the triplet the antisymmetric combination would vanish if $a$ and $b$ were equal. What survives is their difference, which is proportional to the derivative of the 1s orbital along the axis. One electron is thus forced into an orbital with a nodal plane, at a high cost in energy.

### Neglected effect 2: clouds that respond

Full configuration interaction finds the lowest energy of two electrons that a chosen set of orbitals permits, with exchange, distortion and correlation included. The set here had ten s, four p and one d Gaussian exponents on each atom. The states followed are the two that lead to a pair of ground-state atoms at large separation, the singlet of even and the triplet of odd inversion symmetry. Leaving out the d functions changed the energies at $R_0$ by 0.02 eV or less. That measures the sensitivity to d functions and does not bound the whole basis error. A larger set, with diffuse functions and further d and f functions at the midpoint, lowers the energies at $R_0$ by 0.04 eV for the singlet and 0.05 eV for the triplet. At 0.0991 nm a quadruple-zeta set lowers the singlet by about 0.01 eV, so the last digit of that entry is not converged.

| Energy (eV) | at 0.0170 nm | at 0.0991 nm |
|---|---|---|
| Frozen, equation (14) | 50.0 | −0.53 |
| Heitler-London singlet | 49.4 | −3.00 |
| Heitler-London triplet | 86.1 | 5.03 |
| Full CI singlet | 38.8 | −4.03 |
| Full CI triplet | 58.0 | 3.28 |

At $R_0$ the singlet lies 11.2 eV below the frozen energy. Much of this comes from contraction of the clouds. Letting both 1s clouds of the simple product shrink by a common factor lowers its energy at $R_0$ by 7.2 eV. The rest comes from other distortion, exchange and correlation. The limit $R\to0$ shows the effect of contraction in closed form. Two electrons in 1s orbitals $\propto e^{-\zeta r}$ around a double charge have kinetic energy $\zeta^2$, nuclear attraction $-4\zeta$ and mutual repulsion $5\zeta/8$, together

$$W(\zeta)=\zeta^2-\frac{27}8\zeta .$$

Frozen hydrogen clouds have $\zeta=1$ and $W=-19/8$. Relative to two atoms, with energy $-1$, this is $-11/8$, the constant in (16). The minimum is at $\zeta=27/16$, where $W=-(27/16)^2=-2.848$. Contraction thus gains 0.473 hartree, or 12.9 eV, at zero separation.

The effect on the turning point, with the relative energy held at 50 eV, is

- singlet: 0.0148 nm, 13% less than the frozen value;
- triplet: 0.0189 nm, 11% more than the frozen value.

Unpolarized atoms meet as a singlet in one collision out of four and as a triplet in three. The weighted mean of the full CI energies at $R_0$ is $(38.8+3\times58.0)/4=53.2$ eV, 6% above the frozen value. This closeness is a cancellation: the singlet and triplet energies differ from the frozen value by $-11.2$ and $+8.0$ eV. No pair of atoms moves on the mean curve.

At the frozen minimum there is no such comfort. The frozen well is 0.53 eV deep, while at the same separation the singlet is bound by 4.0 eV and the triplet is repulsive by 3.3 eV. The shallow well of (14) is a property of the model and should not be read as the chemical bond.

### Is the collision fast enough to freeze the clouds?

Frozen clouds would be natural if the nuclei moved too fast for the electrons to follow. At 100 eV the incoming atom has 0.063 atomic units of speed, where one unit is the typical speed of a 1s electron. It crosses one bohr in $1/0.0633=15.8$ atomic units of time. The gap from the singlet to the next state of its symmetry at $R_0$ is 19.1 eV, or 0.702 hartree (19.0 eV with added diffuse functions). The product of gap and time is 11.1. Since it is well above one, the electrons are expected to follow the nuclei for the most part. The estimate takes one bohr as the length over which the state changes. It pairs the gap at $R_0$ with the incoming speed, although the gap is smaller farther out, at most about 15 eV at 0.0991 nm. It covers the singlet only. In the triplet the next state of the same symmetry lies only about 2.1 eV higher at $R_0$, and the same product is about 1.2. That state is diffuse: this gap needs added diffuse functions, and the orbital set of the table overestimates it as 3.6 eV. That is too close to one to decide whether the electrons follow. Speed therefore gives no support to freezing the clouds in the singlet, while for the triplet this estimate leaves the question open. The triplet energies in the table are those of electrons that follow fully.

### The same numbers beside a real wafer

For hydrogen implanted in silicon at, say, tens of keV, 100 eV describes an atom near the end of its path. Most of its partners there are silicon atoms. A hydrogen-hydrogen encounter is a minority event, and a head-on one is the extreme case.

One assumption that fails in the wafer is that both partners are free neutral 1s atoms. A struck hydrogen atom may be bonded to silicon, with a binding energy of roughly 3 eV, or 6% of the relative energy. Its electron is then shared, and the surrounding valence electrons also screen the nuclei. For a crude size of that screening, treat silicon's four valence electrons per atom as a uniform gas of density $n$. With Fermi wavenumber $k_F=(3\pi^2n)^{1/3}$ and Fermi energy $k_F^2/2$, the density responds to a weak potential at the rate $dn/d\varepsilon_F=k_F/\pi^2$. Poisson's equation then gives a screened potential $e^{-k_sr}/r$ with $k_s^2=4k_F/\pi$. A cubic cell of edge 0.543 nm with 32 valence electrons yields $1/k_s=0.048$ nm. Two protons screened in this way have 59.6 eV at $R_0$. This replaces the atoms' own clouds by the gas and is not a correction to be added to them. The result differs from the frozen value by about 10 eV, which is similar in size to the effect of relaxation. Two simplifications limit this number. The response rate used here holds for potentials that vary slowly over the length $1/k_F$, about 0.055 nm, whereas $R_0$ is only 0.017 nm. Linear response is also doubtful, because a proton is a strong disturbance. Lifting the first simplification alone, with the wavevector-dependent (Lindhard) response of the same gas, raises 59.6 eV to 65 eV, about 15 eV above the frozen value. The estimate gives no better than a scale, but it offers no ground for ignoring the host.

Motion of the struck atom matters less. If its velocity along the line of approach is $w$ and the incoming speed is $v$, the relative energy $\tfrac14m(v-w)^2$ changes by about $\tfrac12mvw$. With laboratory energy $E_L=\tfrac12mv^2$, the spread is $\tfrac12\sqrt{2E_L\,m\langle w^2\rangle}$. Zero-point motion in a bond with a stretch quantum of roughly 0.25 eV has $m\langle w^2\rangle=0.125$ eV, which gives 2.5 eV. A softly held atom at 500 K has $m\langle w^2\rangle=k_BT=0.043$ eV, which gives 1.5 eV. Through the force at $R_0$, 2.5 eV corresponds to 0.0005 nm, or 3% of the closest approach. The reduced wavelength of the relative motion, $\hbar$ divided by the relative momentum at large distance, is 0.0009 nm. This is 5% of $R_0$. Near the turning point the motion slows and the wave varies over a longer distance, $(\hbar^2/mF)^{1/3}$ with $F$ the force there, which is about 12% of $R_0$. A classical path is therefore a first description, with a turning point blurred by roughly that amount.

### What to decide

For a free pair that meets head-on at 50 eV of relative energy, (14) places the closest approach within about 15% of the values found with responding electrons. That may serve for a rough estimate of how near the nuclei come. Deflection and energy transfer in collisions that are not head-on were not computed here, so no accuracy is claimed for them. Equation (14) does not serve when the two spin states must be told apart, or near 0.1 nm, where the frozen energy misses both the depth of the singlet and the sign of the triplet. There the electrons have to be solved for again. For hydrogen in silicon the host has to be included as well before an error of this size can be claimed. The values printed by the program are listed in the numerical output below.

## Numbers as computed

```
largest overlap-integral error: 1.1e-15 hartree
largest Fourier-energy error: 3.4e-09 hartree
bohr radius: 0.052918 nm
hartree energy: 27.2114 eV
frozen energy at R = 0.5 bohr: 0.812400 hartree
frozen energy at R = 1.0 bohr: 0.095862 hartree
frozen energy at R = 2.0 bohr: -0.019079 hartree
frozen energy at R = 3.0 bohr: -0.006920 hartree
zero of frozen energy: 1.3784 bohr
minimum position: 1.8725 bohr
minimum position: 0.09909 nm
minimum frozen energy: -0.5336 eV
laboratory energy (rough case): 100.0 eV
relative energy: 50.0 eV
frozen closest approach: 0.32047 bohr
frozen closest approach: 0.01696 nm
closest approach from trajectory: 0.01696 nm
bare proton closest approach: 0.02880 nm
nucleus B in atom A potential: 59.066 eV
overlap term M at approach: 9.066 eV
force at approach: 4759.5 eV/nm
product at frozen approach: 50.001 eV
HL singlet at frozen approach: 49.392 eV
HL triplet at frozen approach: 86.090 eV
full CI singlet at frozen approach: 38.844 eV
full CI triplet at frozen approach: 58.030 eV
product at frozen minimum: -0.534 eV
HL singlet at frozen minimum: -2.998 eV
HL triplet at frozen minimum: 5.029 eV
full CI singlet at frozen minimum: -4.033 eV
full CI triplet at frozen minimum: 3.283 eV
spin-weighted full CI at approach: 53.234 eV
singlet change without d functions: 0.017 eV
triplet change without d functions: 0.006 eV
singlet closest approach: 0.01483 nm
triplet closest approach: 0.01888 nm
incoming speed / atomic unit of speed: 0.0633
singlet excitation gap: 19.11 eV
adiabaticity gap*bohr/(hbar*speed): 11.10
silicon lattice constant (rough): 0.543 nm
host screening length: 0.0479 nm
screened proton energy at approach: 59.61 eV
Si-H binding energy (rough): 3.0 eV
Si-H stretch quantum (rough): 0.25 eV
zero-point spread of relative energy: 2.50 eV
wafer temperature (rough): 500 K
thermal spread of relative energy: 1.47 eV
reduced nuclear wavelength: 0.00091 nm
```
